Argon's s-Wave Phase-Shift Zero from Scattering Length and Polarizability

**What a constant cross section misses**

Suppose a plasma model describes slow electrons in argon by the zero-energy cross section alone. With the scattering length A = -1.46 bohr used here, that value is 4πA² = 7.50 × 10⁻²⁰ m². In the argon model described below, the elastic cross section falls to about 0.3 × 10⁻²⁰ m² near 0.31 eV. A constant cross section is then too large by a factor of more than 20 at that energy. The fall comes from a zero of the s-wave phase shift, whose energy can be estimated from A and the polarizability α.

**The equation outside the atom**

Treat the atom as fixed and spherical, and the scattering as elastic and nonrelativistic. An electron at distance r produces a field F = e/(4πε₀r²) at the atom. The induced dipole αF lowers the energy by αF²/2, so at large r

V(r) = -αe²/[2(4πε₀)²r⁴].

Let u be r times the s-wave radial function, and let the energy be E = ħ²k²/(2m). Multiplying the radial Schrödinger equation by -2m/ħ² gives

u″ + (k² + β²/r⁴)u = 0,
β² = mαe²/[ħ²(4πε₀)²].

For α = 11.1 atomic units, β² = 11.1 bohr², or β = 0.17630 nm. The phase shift η₀ is defined modulo π by u ∝ sin(kr + η₀) at large r. The scattering length is defined by u ∝ r - A at zero energy.

**An equation for the phase**

Write s = sin(kr)/k and c = cos(kr). Then s′ = c, c′ = -k²s and c² + k²s² = 1. Set

u = as + bc, with a′s + b′c = 0.

The second condition is allowed because two functions a and b represent one function u. It gives u′ = ac - k²bs. Differentiating again and using the radial equation gives

a′c - k²b′s = -β²u/r⁴.

The two conditions on a′ and b′ are solved by

a′ = -β²cu/r⁴, b′ = β²su/r⁴.

For t = b/a, the quotient rule gives t′ = (b′ - ta′)/a. Since u/a = s + tc,

t′ = (β²/r⁴)(s + tc)².

At large r, u is proportional to sin(kr)/k + t cos(kr), hence t(∞) = tan η₀/k.

At zero energy s becomes r and c becomes 1. Call that solution t₀:

t₀′ = (β²/r⁴)(r + t₀)², t₀(∞) = -A.

Choose a fixed radius d outside the atomic core, large enough that t₀ is finite beyond it. The core is assumed to depend smoothly on energy, so t(d) - t₀(d) = O(k²). Subtracting the two integrated equations gives

tan η₀/k = -A + O(k²) + β²∫ from d to ∞ of [(s + tc)² - (r + t₀)²]/r⁴ dr.

**The linear term**

The largest part of the integral comes from s² - r². With x = kr it is

β²k ∫ from kd to ∞ of (sin²x - x²)/x⁴ dx.

Near x = 0 the integrand tends to -1/3. Moving the lower limit to zero therefore changes the result by O(k²). Define

J = ∫ from 0 to ∞ of (x² - sin²x)/x⁴ dx.

Integrate by parts twice. The boundary terms vanish because the numerators start as x⁴/3 and 4x³/3, and because each term decays at infinity:

J = (1/3)∫(2x - sin 2x)/x³ dx
= (1/3)∫(1 - cos 2x)/x² dx
= (2/3)∫(sin²x)/x² dx = (2/3)(π/2) = π/3.

The linear term is thus -πβ²k/3.

**The first correction**

The cross term contains 2(tsc - t₀r). At large r the equation for t₀ reduces to t₀′ ≈ β²/r², so t₀ = -A - β²/r + O(1/r²). The constant part -A contributes

-2Aβ²k² ∫ from kd to ∞ of [(1/2)sin 2x - x]/x⁴ dx.

At small x the bracket is -2x³/3, so the integrand behaves as -2/(3x). The integral is (2/3)ln(kd) plus a constant, and the contribution becomes

-(4/3)Aβ²k² ln(kd) + O(k²).

The other pieces must not produce a second logarithm.

1. The difference t₀ + A is O(1/r), while |sc - r| ≤ 2k²r³/3. Their product divided by r⁴ is bounded by a constant times k²/r², whose integral is O(k²).
2. The difference t - t₀ is O(k²r) up to r = 1/k and O(k) beyond. This follows by integrating the source s² - r². The feedback of t - t₀ on itself has a coefficient of order 1/r³, which is integrable and changes the bound by a finite factor. In the cross term, the inner region gives k²∫dr/r² = O(k²) and the outer region gives O(k³).
3. In t²c² - t₀², the part t₀²(c² - 1) is bounded by a constant times k²r². After division by r⁴ it also integrates to O(k²). The part containing t - t₀ is no larger.

Replacing d by β inside the logarithm changes only the coefficient of k². Therefore

tan η₀/k = -A - πβ²k/3 - (4/3)Aβ²k² ln(kβ) + O(k²).

Radial solutions for a hard core with the r⁻⁴ tail test both coefficients. For A = 0, values at k = 0.002 and 0.004 bohr⁻¹, extrapolated to k = 0, give -11.6238 bohr² for the linear coefficient; the formula gives -11.6239 bohr². For A = -1.46 bohr, slopes from k = 0.002, 0.004 and 0.008 bohr⁻¹ give 21.63 bohr³ for the logarithmic coefficient, against 21.61 bohr³.

**The zero and its energy**

For A < 0 the first term is positive and the second negative. They cancel at

k₀ = 3|A|/(πβ²),
E₀ = ħ²k₀²/(2m) = 9ħ²A²/(2π²mβ⁴).

For A > 0 both terms are negative, and this cancellation does not occur.

With |A| = 0.07726 nm,

k₀ = 3(0.07726 nm)/[π(0.17630 nm)²] = 2.374 nm⁻¹,
E₀ = 0.215 eV = 3.44 × 10⁻²⁰ J.

Since β² is proportional to α, E₀ varies as A²/α². A small relative error in either input is doubled in the energy.

**When the estimate is controlled**

Let q = kβ and g = |A|/β, and write the unknown k² term as Dq² after division by β. Then

tan η₀/(kβ) = g - πq/3 + (4/3)gq² ln q + Dq² + ... .

The leading root is q₀ = 3g/π. Put q = q₀ + δ and keep δ only in the linear term:

δ/q₀ = (3q₀/π)[(4/3)g ln q₀ + D].

If D stays finite as g → 0, the relative shift vanishes in proportion to g. Hard-core solutions show this: the zero differs from k₀ by 1.07 percent of k₀ at A = -0.04 bohr and by 0.54 percent at A = -0.02 bohr.

Argon is not in that limit. Here g = 0.438 and q₀ = 0.4185. Relative to -A, the logarithmic term at k₀ is

(4/3)(0.4185)² ln(0.4185) = -0.203.

Keeping this term but omitting Dq² lowers the root to 0.148 eV. If the length in the logarithm is one bohr instead of β, the fraction becomes -0.484 and the root 0.109 eV. The difference is an artefact of omitting the k² term, which must change when the length changes. The logarithm by itself is therefore not an improved estimate.

**Two complete potentials with the same A and α**

The first comparison is a hard core of radius R. At zero energy the solution that vanishes at R is

u = r sin(β/R - β/r).

Two differentiations give u″ = -β²u/r⁴. At large r, u becomes r sin(β/R) - β cos(β/R), so A = β cot(β/R). Several radii satisfy this equation, because the cotangent is periodic. The largest is R = 0.0889 nm, and with it the computed phase zero lies at 0.310 eV.

The second comparison represents the argon atom. It uses the Hartree-Fock density in the aug-cc-pVTZ basis, the static potential of that density, and Hara's free-electron-gas exchange. The polarization tail is multiplied by 1 - exp[-(r/r_c)⁶], with r_c = 0.0973 nm adjusted to reproduce A. Nonlocal exchange, dynamic correlation beyond this tail and higher multipoles are left out. The exchange term uses the Hartree-Fock ionization energy, 16.09 eV. Its zero lies at 0.312 eV. Larger bases move the fitted r_c to 0.0971 nm and leave the zero at 0.312 eV.

Both zeros are about 45 percent above E₀. Their closeness is not an error bar, since the two potentials share A and the outer tail. The next three hard-core radii with the same A put the zero at 0.316 to 0.317 eV, and damping exponents of 4 or 10 in place of 6, with r_c refitted, leave it at 0.312 eV. This supports, but does not prove, the view that A and the common tail cause the agreement.

The argon model also shows how the neglected terms compensate. At E₀ its phase is 0.0224 rad, so tan η₀/k is 0.0094 nm, or 12 percent of |A|. The logarithm with length β supplies -20 percent, so all remaining terms together supply about +32 percent. They outweigh the logarithm and move the zero upward. The linearized shift is

δ/q₀ = 0.122(3g/π)/q₀ = 0.122,

because q₀ = 3g/π. This would put the zero near 0.27 eV. The remaining distance to 0.312 eV shows that the linearized correction is also not quantitative here.

**Why the cross section does not vanish**

The elastic cross section is

σ = (4π/k²) Σ(2l + 1)sin²η_l.

For l ≥ 1 the centrifugal barrier keeps slow electrons away from the core, and the tail gives the leading phase through first-order perturbation theory:

η_l ≈ β²k² ∫ from 0 to ∞ of j_l(x)²/x² dx.

Use j_l² = πJ_ν²/(2x), with ν = l + 1/2, and the standard integral ∫J_ν²x⁻³dx = 1/[4ν(ν² - 1)]. The results are

η₁ ≈ πβ²k²/15, η₂ ≈ πβ²k²/105.

At k = 0.005 bohr⁻¹ the argon-model p phase is about 0.98 times this leading value; the third digit of the printed ratio depends on the radial step. At the s-wave zero it is 0.0245 rad, less than half of the leading law's 0.053 rad, so that law should not be used there.

At the s-wave zero the p wave alone gives 0.277 × 10⁻²⁰ m². With the d wave taken from its leading law and all higher waves left out, the minimum of the sum is 0.32 × 10⁻²⁰ m² at 0.310 eV, slightly below the zero. For l = 3 the same integral gives η₃ ≈ πβ²k²/315, which would add about 0.007 × 10⁻²⁰ m². With all higher waves included the minimum is 0.33 × 10⁻²⁰ m² at 0.306 eV. It depends on the short-range form through the p phase: a damping exponent of 10 in place of 6 moves the three-wave minimum to 0.38 × 10⁻²⁰ m² at 0.299 eV.

**Use in an argon plasma**

Electrons in argon processing discharges have mean energies of roughly a few eV, so this minimum concerns the slow part of their distribution, afterglows and drift at weak fields. The observed minimum lies at a few tenths of an eV, the scale that the estimate gives. Real atoms also move. For mass M and temperature T, the spread of relative energy is √(2E₀k_BTm/M), or 0.0004 eV at 300 K. This is far smaller than the 0.1 eV difference between E₀ and the two model zeros.

Mobility depends on the momentum-transfer cross section, whose first partial-wave term is proportional to sin²(η₀ - η₁). In the argon model η₁ is positive at the s-wave zero, while η₀ falls to zero there from positive values. The minimum of the total cross section should therefore not be used as the position of the momentum-transfer minimum, which in this model lies lower, near 0.22 eV.

The estimate E₀ ≈ 0.2 eV gives the rough energy at which a cross-section table needs closely spaced points to resolve the minimum. A table interpolated linearly in energy also needs them near zero energy. There the term linear in k gives the cross section a part proportional to √E, whose slope grows without bound as E → 0. The table itself needs phase shifts that include the short-range interaction. The numerical output below gives the main values behind these comparisons.

Computed results

```
input scattering length: -1.46 bohr
input polarizability: 11.1 atomic units
scattering length converted: -0.07726 nm
polarization length beta: 0.17630 nm
control ratio |A|/beta: 0.4382 (no unit)
estimated zero k0: 2.3736 nm^-1
estimated zero energy E0: 0.2146 eV
E0 converted: 3.4390e-20 J
k0 times beta: 0.4185 (no unit)
integral for linear term: 1.0471975 (no unit)
linear coefficient, radial solution: -11.6238 bohr^2
linear coefficient, formula: -11.6239 bohr^2
log coefficient, radial solution: 21.630 bohr^3
log coefficient, formula: 21.608 bohr^3
root error at A=-0.04 bohr: 1.067 percent
root error at A=-0.02 bohr: 0.544 percent
log term/(-A) at k0, scale bohr: -48.4 percent
log term/(-A) at k0, scale beta: -20.3 percent
zero with log, scale bohr: 0.1092 eV
zero with log, scale beta: 0.1478 eV
hard-core radius for same A: 0.08887 nm
hard-core model zero: 0.3104 eV
hard-core zero/E0: 1.446 (no unit)
HF ionization energy in exchange: 16.092 eV
argon-model polarization cutoff: 0.09726 nm
argon-model s-wave zero: 0.3123 eV
argon-model zero/E0: 1.455 (no unit)
argon-model s phase at E0: 0.02238 rad
argon-model p phase at s zero: 0.02454 rad
p cross section at s zero: 0.2769 1e-20 m^2
p phase/leading law at small k: 0.9851 (no unit)
argon-model total minimum energy: 0.3100 eV
minimum cross section: 0.3214 1e-20 m^2
zero-energy cross section: 7.5010 1e-20 m^2
gas temperature: 300 K
atomic mass used for thermal spread: 39.95 u
thermal relative-energy spread at E0: 0.000390 eV
```
